\section*{Photodiode current at which shot noise equals load thermal noise}

\section*{Question}

A reverse-biased photodiode delivers a mean current $I$ to a separate load resistor $R=50\ \Omega$ at temperature $T=300$ K, where $kT/q=25.85$ mV. Here $k$ is Boltzmann's constant and $q>0$ the elementary charge. The diode has no internal gain, and each carrier crosses it in a time much shorter than the periods of interest. Unless part (f) says otherwise, the light has steady intensity and $hf\ll kT$.

For a current $i(t)$ recorded for a time $D$, the one-sided spectral density at $f>0$ is
\begin{equation}
S(f)=\frac{2}{D}\left\langle |X(f)|^2\right\rangle ,\qquad
X(f)=\int_0^D i(t)\,e^{-2\pi \mathrm{i} ft}\,dt ,
\end{equation}
in the limit of long $D$. The factor 2 adds the equal contribution of $-f$, so the mean square fluctuation is $\int_0^\infty S\,df$.

\begin{enumerate}
\item[(a)] The carriers arrive independently at a constant mean rate. Find the spectral density of the diode current. What changes if the arrivals are more regular?
\item[(b)] Find the thermal current noise of the resistor by connecting it to a lossless parallel $LC$ circuit and using equipartition.
\item[(c)] At what current are the two densities equal? What direct voltage then stands across the load?
\item[(d)] The same direct current flows through the load. Does the load add shot noise of its own? Treat it as $N$ equal tunnel resistors in series, with the carriers returning to thermal equilibrium between them.
\item[(e)] The diode has quantum efficiency 0.8 at 1550 nm and a dark current of 50 nA. The noise bandwidth is 10 GHz. Find the optical power and the rms noise at the current of part (c), and judge the importance of the dark current.
\item[(f)] Estimate, one at a time, the effects of an amplifier with a 3 dB noise figure, laser intensity noise of $-155$ dB/Hz, a load at 350 K, quantum statistics at 10 GHz, and a finite transit time across a 0.5 $\mu$m layer at $6\times10^6$ cm/s.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Shot noise}

With short transits, each arrival at time $t_k$ is a pulse $q\,\delta(t-t_k)$. For $n$ arrivals in the record,
\begin{align}
X(f)&=q\sum_{k=1}^{n}e^{-2\pi \mathrm{i} ft_k},\\
|X(f)|^2&=q^2\Big[n+\sum_{j\ne k}e^{-2\pi \mathrm{i} f(t_j-t_k)}\Big].
\end{align}
The $n$ comes from the terms with $j=k$. Take $f=m/D$ with $m$ a positive integer; for long $D$ these frequencies are as closely spaced as we like. Given $n$, independent arrivals at a constant mean rate are spread uniformly over the record, so
\begin{equation}
\left\langle e^{-2\pi \mathrm{i} ft_k}\right\rangle=\frac1D\int_0^D e^{-2\pi \mathrm{i} mt/D}\,dt=0 .
\end{equation}
By independence, the average of each cross term is a product of two such zeros. What remains is $\langle|X|^2\rangle=q^2\langle n\rangle$. Since $\langle n\rangle=ID/q$,
\begin{equation}
S_{\rm shot}=\frac{2}{D}\,q^2\,\frac{ID}{q}=2qI .
\end{equation}

Without independence, the noise can differ from $2qI$. In a simulation of 400 records with about 2000 arrivals each, averaged over the 20 lowest nonzero frequencies $m/D$, independent arrivals gave $1.005$ times $2qI$. Independent gamma-distributed waiting times with the same mean but one quarter of the variance gave $0.25$ times $2qI$. Arrivals made more regular in this way are quieter at frequencies well below the arrival rate, and the density returns to $2qI$ well above it. A small variance of the single wait is not enough: if successive waits are strongly positively correlated, the low-frequency noise can exceed $2qI$.

\subsection*{(b) Thermal noise}

Represent the noisy resistor by a noiseless $R$ in parallel with a current source of density $S_{\rm th}(f)$. With $L$ and $C$ also in parallel, the admittance is
\begin{equation}
\frac1Z=\frac1R+\mathrm{i}\left(2\pi fC-\frac{1}{2\pi fL}\right).
\end{equation}
Let $f_0=1/(2\pi\sqrt{LC})$, so that $1/L=(2\pi f_0)^2C$, and let $Q=2\pi f_0RC$. The bracket becomes $2\pi f_0C\,(f/f_0-f_0/f)$, and
\begin{equation}
|Z|^2=\frac{R^2}{1+Q^2(f/f_0-f_0/f)^2}.
\end{equation}
To integrate this, set $x=f/f_0$ and
\begin{equation}
J=\int_0^\infty\frac{dx}{1+Q^2(x-1/x)^2}.
\end{equation}
Replacing $x$ by $1/x$ leaves the denominator unchanged and turns $dx$ into $dx/x^2$. Half the sum of the two forms is
\begin{equation}
J=\frac12\int_0^\infty\frac{(1+1/x^2)\,dx}{1+Q^2(x-1/x)^2}
=\frac12\int_{-\infty}^{\infty}\frac{dy}{1+Q^2y^2}=\frac{\pi}{2Q},
\end{equation}
where $y=x-1/x$ and $dy=(1+1/x^2)\,dx$. Therefore
\begin{equation}
\int_0^\infty|Z|^2df=R^2f_0\,\frac{\pi}{2Q}
=\frac{\pi R^2f_0}{4\pi f_0RC}=\frac{R}{4C}.
\end{equation}

For large $Q$ the integral is concentrated near $f_0$, so a smooth $S_{\rm th}$ may be taken out of it:
\begin{equation}
\langle V^2\rangle=\int_0^\infty S_{\rm th}|Z|^2df\simeq S_{\rm th}(f_0)\,\frac{R}{4C}.
\end{equation}
In equilibrium the capacitor energy $CV^2/2$ gives $V$ the Gaussian weight $e^{-CV^2/(2kT)}$, whose variance is $kT/C$. Equating the two expressions, $C$ cancels:
\begin{equation}
S_{\rm th}=\frac{4kT}{R}.
\end{equation}
The choice of $f_0$ was free, so the spectrum is flat wherever $hf\ll kT$ and $R$ itself is independent of frequency.

\subsection*{(c) The crossover}

Both densities are one-sided, so they may be equated directly:
\begin{equation}
2qI_x=\frac{4kT}{R}\quad\Longrightarrow\quad I_x=\frac{2kT}{qR}.
\end{equation}
The numbers give
\begin{equation}
I_x=\frac{2\times25.85\ {\rm mV}}{50\ \Omega}=1.034\ {\rm mA}.
\end{equation}
Each density is then $3.31\times10^{-22}\ {\rm A^2/Hz}$, or 18.2 pA$/\sqrt{\rm Hz}$. The direct voltage across the load is $I_xR=2kT/q=51.7$ mV, whatever the value of $R$.

For any other current, $S_{\rm shot}/S_{\rm th}=I/I_x$. Thermal noise dominates when $I\ll I_x$, and shot noise when $I\gg I_x$. At a fixed current, a larger load lowers the thermal current noise and so favours shot noise.

\subsection*{(d) Why the load adds no shot noise}

Consider first one weakly transmitting tunnel resistor at voltage $V_1$. At each energy $E$, forward transfers need a filled state on one side and an empty one on the other, so their rate is proportional to $f_F(E-qV_1)[1-f_F(E)]$. The reverse rate is proportional to $f_F(E)[1-f_F(E-qV_1)]$. The Fermi function obeys $f_F(E)/[1-f_F(E)]=e^{-E/kT}$, with $E$ measured from the Fermi level. The ratio of the rates is therefore $e^{qV_1/kT}$ at every energy, and the total rates satisfy $\Gamma_+/\Gamma_-=e^{qV_1/kT}$.

The currents of the two streams subtract, but their independent noises add:
\begin{align}
I&=q(\Gamma_+-\Gamma_-),\\
S_1&=2q^2(\Gamma_++\Gamma_-)
=2qI\,\frac{e^{qV_1/kT}+1}{e^{qV_1/kT}-1}
=2qI\coth\frac{qV_1}{2kT}.
\end{align}

Now put $N$ of them, each of resistance $R/N$, in series at fixed total voltage $V$, with the charging energy of the nodes between them much smaller than $kT$. At low frequency one current fluctuation $\delta I$ flows through all of them. For element $j$, with its own noise $\delta i_j$ and voltage fluctuation $\delta V_j$,
\begin{equation}
\delta I=\delta i_j+\frac{\delta V_j}{R/N}.
\end{equation}
Summing over $j$ with $\sum_j\delta V_j=0$ gives $\delta I=(1/N)\sum_j\delta i_j$. The $N$ sources are independent, so the density is $N S_1/N^2=S_1/N$. With $V_1=V/N$,
\begin{equation}
S_N=\frac{2qI}{N}\coth\frac{qV}{2NkT}.
\end{equation}
For $N\gg qV/(2kT)$ the argument $z$ is small, $\coth z\simeq1/z$, and
\begin{equation}
S_N\to\frac{2qI}{N}\,\frac{2NkT}{qV}=4kT\,\frac{I}{V}=\frac{4kT}{R}.
\end{equation}

At the crossover voltage $V=2kT/q$, the ratio $S_N/(4kT/R)$ equals $(1/N)\coth(1/N)$. It is 1.313 for $N=1$ and 1.00003 for $N=100$. In this model a long resistor, in which carriers re-equilibrate so often that each section drops much less than $2kT/q$, keeps its thermal noise and adds practically no shot noise. At 100 mA, $N=100$ would no longer suffice: the ratio is then 1.29. The $2qI$ of part (c) belongs to the diode. Merely passing 1 mA from a quiet source through such a long 50 $\Omega$ resistor would not produce it.

\subsection*{(e) A receiver}

A photon has energy $hc/\lambda$, so the responsivity is $0.8\,q\lambda/(hc)=1.00$ A/W. This is current per incident optical power, so the crossover needs about 1.03 mW of incident light. The rms noises are
\begin{align}
i_{\rm th}&=\sqrt{3.314\times10^{-22}\times10^{10}}\ {\rm A}=1.82\ \mu{\rm A},\\
i_{\rm total}&=\sqrt2\,i_{\rm th}=2.57\ \mu{\rm A},
\end{align}
because independent noises add in mean square.

If its carriers also arrive independently, the dark current alone gives $2q\times50\ {\rm nA}=1.60\times10^{-26}\ {\rm A^2/Hz}$, which is $4.8\times10^{-5}$ of the thermal density. Lowering it would bring no useful reduction of noise with this load. It would reach its own crossover at $R=2kT/(q\times50\ {\rm nA})=1.03$ M$\Omega$.

\subsection*{(f) Corrections}

\textbf{Amplifier.} A noise figure of 3 dB is a factor $F=10^{0.3}=1.995$. Referred to a 290 K source, it adds noise as if the source were warmer by $(F-1)\,290$ K, here 288.6 K. The 50 $\Omega$ load is that source, so the crossover with the combined thermal and amplifier noise is
\begin{equation}
1.034\ {\rm mA}\times\frac{300+288.6}{300}=2.03\ {\rm mA}.
\end{equation}

\textbf{Laser noise.} Let $r=10^{-15.5}\ {\rm Hz^{-1}}$ be the relative intensity noise in excess of shot noise. It adds $rI^2$, which at $I_x$ is $3.38\times10^{-22}\ {\rm A^2/Hz}$, already slightly above the thermal density. The total photocurrent noise equals the thermal noise when
\begin{equation}
rI^2+2qI-S_{\rm th}=0,\qquad
I=\frac{-q+\sqrt{q^2+rS_{\rm th}}}{r}=0.636\ {\rm mA}.
\end{equation}
The positive root is taken because $I>0$. Shot noise by itself still meets thermal noise at 1.034 mA.

\textbf{Hot load.} At fixed $R$, $I_x\propto T$, so 350 K gives 1.21 mA.

\textbf{Quantum statistics.} Let $u=hf/kT$. The oscillator levels $nhf$, without zero-point energy, have the partition sum $1/(1-e^{-u})$ and mean energy $hf/(e^u-1)$, which replaces $kT$. At 10 GHz $u=0.0016$, and this density, which describes the noise power the resistor can emit, is $0.9992$ times $4kT/R$. The symmetrised density, which corresponds to $\langle|X|^2\rangle$ of a recorded current, keeps the zero-point term $hf/2$; its factor is $(u/2)\coth(u/2)=1.0000002$. The correction is below 0.1\% in either convention.

\textbf{Transit time.} The transit takes $\tau=0.5\ \mu{\rm m}/(6\times10^6\ {\rm cm/s})=8.3$ ps. If each arrival is a rectangular pulse of height $q/\tau$, its transform has magnitude $q\sin(\pi f\tau)/(\pi f\tau)$ instead of $q$. Shot noise at 10 GHz is then multiplied by
\begin{equation}
\left[\frac{\sin(\pi f\tau)}{\pi f\tau}\right]^2=0.977 ,
\end{equation}
which raises the crossover at that frequency by about 2\%. The rectangle describes one carrier crossing the whole layer. When electron-hole pairs are created uniformly through the layer and both move at this speed, the pulses are shorter, the mean factor is 0.986, and the rise is about 1.4\%.

The diode values are assumed for illustration. Of the effects estimated here, the largest come from the amplifier and the laser. With the assumed values, amplifier noise nearly doubles the crossover current, while laser noise lowers by about 40\% the current at which the total photocurrent noise equals the thermal noise. The result of about 1 mA therefore compares two noise sources; it does not give the complete noise of a receiver.
